# Aluminium Site Occupations in Beta-(AlGa)2O3 from One Site-Preference Energy

## One aluminium atom

Put a single Al atom into a large crystal of $\beta$-Ga$_2$O$_3$. Half of the cation sites are octahedral (o) and half are tetrahedral (t). Let the crystal energy be higher by $\Delta$ when the Al sits on a tetrahedral site, and let the atom exchange places with Ga freely at temperature $T$. With $N$ sites of each kind, the total Boltzmann weight of the octahedral positions is $N$ and that of the tetrahedral positions is $Nq$, where

$$q=e^{-\Delta/k_BT}.$$

The probability of finding the atom on an octahedral site is therefore

$$\frac{N}{N+Nq}=\frac{1}{1+q}.$$

For $\Delta=0.15$ eV and $T=1100$ K, $k_BT=0.09479$ eV, so $\Delta/k_BT=1.582$ and $q=0.2055$. The octahedral probability is $1/1.2055$, or 83.0%.

In an alloy this number changes even if the atoms do not interact. An octahedral site already holding Al cannot take another, so the preferred sites become scarcer as Al is added. The rest of this appendix derives the effect of that competition.

## Model and energy

The formula $(\mathrm{Al}_x\mathrm{Ga}_{1-x})_2\mathrm{O}_3$ has two cations per formula unit, one on each sublattice. A crystal with $N$ sites per sublattice thus contains $M=2xN$ Al atoms. Let $y_o$ and $y_t$ be the fractions of octahedral and tetrahedral sites that hold Al. Conservation of Al gives

$$y_o+y_t=2x. \tag{1}$$

These are occupations of sites. The share of all Al that is octahedral is a different quantity, $y_o/(2x)$.

Every cation site holds one Al or one Ga. Assign energies $a_o,a_t$ to Al and $g_o,g_t$ to Ga on the two kinds of site, independent of the neighbours. If $n$ Al atoms are tetrahedral, then $M-n$ Al atoms are octahedral, $N-n$ Ga atoms are tetrahedral and $N-M+n$ Ga atoms are octahedral. The energy is

$$E=na_t+(M-n)a_o+(N-n)g_t+(N-M+n)g_o.$$

Collecting the terms in $n$ gives

$$E=E_0+n\Delta,\qquad \Delta=(a_t+g_o)-(a_o+g_t). \tag{2}$$

The four energies enter the occupations through one combination. It is the cost of an exchange: an octahedral Al and a tetrahedral Ga trade places. Positive $\Delta$ means that Al prefers octahedral sites relative to Ga.

## Counting and the equilibrium condition

There are $\binom{N}{n}$ ways to place the tetrahedral Al and $\binom{N}{M-n}$ ways to place the octahedral Al. Apart from a common factor, the weight of $n$ is

$$w_n=\binom{N}{n}\binom{N}{M-n}q^n.$$

Raising $n$ by one multiplies the first binomial by $(N-n)/(n+1)$ and the second by $(M-n)/(N-M+n+1)$. Hence

$$(n+1)(N-M+n+1)w_{n+1}=q(N-n)(M-n)w_n.$$

Sum over all allowed $n$. On the left, rename $n+1$ as $n$. The lowest term missing after this renaming has either $n=0$ or $N-M+n=0$, so it contributes nothing. The highest term on the right vanishes because $n=N$ or $n=M$. Dividing by $\sum_n w_n$ leaves

$$\langle n(N-M+n)\rangle=q\langle(M-n)(N-n)\rangle. \tag{3}$$

This holds for any size. To pass to a large crystal we need the size of the fluctuations. Stirling's formula gives, to leading order in $N$, $\ln w_n=-Nf/k_BT$, with free energy per pair of sites

$$f=\Delta y_t+k_BT\sum_{j=o,t}\left[y_j\ln y_j+(1-y_j)\ln(1-y_j)\right].$$

At fixed $x$, $dy_o=-dy_t$. Therefore

$$\frac{df}{dy_t}=\Delta+k_BT\left[\ln\frac{y_t}{1-y_t}-\ln\frac{y_o}{1-y_o}\right], \tag{4}$$

and, since $d\ln[y/(1-y)]/dy=1/[y(1-y)]$,

$$\frac{d^2f}{dy_t^2}=\frac{k_BT}{V},\qquad \frac1V=\frac{1}{y_o(1-y_o)}+\frac{1}{y_t(1-y_t)}. \tag{5}$$

Each product $y(1-y)$ is at most $1/4$, so $1/V\ge8$. The free energy is strictly convex. Its slope runs from $-\infty$ to $+\infty$ across the allowed range of $y_t$, so there is one minimum for each $0<x<1$ and $T>0$. The independent-site model has no ordering transition.

Near the minimum the weight is a Gaussian, $\exp[-N(\delta y_t)^2/(2V)]$. Its variance is $\mathrm{Var}(n)=NV$ to leading order, so fluctuations of $n/N$ vanish as $N^{-1/2}$. Dividing (3) by $N^2$ then gives

$$y_t(1-y_o)=q\,y_o(1-y_t). \tag{6}$$

Setting (4) to zero gives the same equation. It reads as a balance of exchanges: tetrahedral Al needs an octahedral Ga partner, and octahedral Al needs a tetrahedral Ga partner. The ratio $y_o/y_t$ is not simply $1/q$, because the numbers of available partners differ.

Condition (6) also says that both sublattices share one exchange potential $\mu$, the free energy for replacing Ga by Al. With the octahedral replacement energy as zero, a site with replacement energy $\varepsilon$ (zero for octahedral, $\Delta$ for tetrahedral) has weight 1 with Ga and $e^{(\mu-\varepsilon)/k_BT}$ with Al, so

$$y_o=\frac{1}{1+e^{-\mu/k_BT}},\qquad y_t=\frac{1}{1+e^{(\Delta-\mu)/k_BT}}.$$

The Fermi form comes from single occupancy of a site and has nothing to do with electrons. This version extends readily to more than two kinds of site: $\mu$ is adjusted until the total Al content is right.

## Closed solution

Measure the imbalance by $s$:

$$y_o=x+s,\qquad y_t=x-s. \tag{7}$$

This satisfies (1). Write $p=x(1-x)$. The two products in (6) are

$$(x-s)(1-x-s)=p-s+s^2,$$
$$(x+s)(1-x+s)=p+s+s^2.$$

Equation (6) becomes $p-s+s^2=q(p+s+s^2)$, or

$$(1-q)(s^2+p)=(1+q)s.$$

Define

$$\tau=\frac{1-q}{1+q}=\tanh\frac{\Delta}{2k_BT}.$$

Division by $1+q$ gives $\tau s^2-s+\tau p=0$. For $\tau\ne0$ the roots are

$$s=\frac{1\pm\sqrt{1-4p\tau^2}}{2\tau}.$$

The upper sign gives $|s|\ge1/(2|\tau|)>1/2$ at nonzero temperature. Occupations between 0 and 1 require $|s|\le\min(x,1-x)\le1/2$, so the lower sign is the physical one. Multiplying numerator and denominator by $1+\sqrt{1-4p\tau^2}$ turns the numerator into $4p\tau^2$, and

$$\boxed{s=\frac{2x(1-x)\tau}{1+\sqrt{1-4x(1-x)\tau^2}}}. \tag{8}$$

This form also covers $\Delta=0$, where $s=0$, and negative $\Delta$, where $s$ changes sign.

## Worked alloy

Take $x=0.20$, $T=1100$ K and $\Delta=0.15$ eV. Then $\tau=0.6591$, $p=0.16$, and

$$\sqrt{1-0.64(0.6591)^2}=0.850,$$
$$s=\frac{0.32\times0.6591}{1.850}=0.114.$$

The occupations are $y_o=0.314$ and $y_t=0.086$. Of all Al, $0.314/0.40=78.5\%$ is octahedral. The single-atom result was 83.0%, so competition for sites lowers the share by about 4.4 percentage points at the same $T$ and $\Delta$.

The octahedral shares at other temperatures and compositions, with $\Delta$ held at 0.15 eV, are:

| $T$ (K) | $x=0.1$ | $x=0.2$ | $x=0.5$ |
|---|---|---|---|
| 800 | 88.1% | 86.0% | 74.8% |
| 1100 | 80.9% | 78.5% | 68.8% |
| 1400 | 75.6% | 73.3% | 65.1% |

The fall along each row is general for $\Delta>0$. With $C=1/\tau$, the physical root can be written

$$s=\tfrac12\left[C-\sqrt{C^2-1+(1-2x)^2}\right].$$

For positive $b$, the function $\sqrt{b+u^2}$ has second derivative $b/(b+u^2)^{3/2}>0$. Here $b=C^2-1>0$ and $u=1-2x$ is linear in $x$, so $s(x)$ is strictly concave. It starts from $s(0)=0$; hence $s/x$ falls with $x$, and so does the share $\frac12(1+s/x)$. At $x=1$ every site holds Al and the share is one half whatever the preference.

## Limits

**Dilute Al.** As $x\to0$, (8) gives $s/x\to\tau$. The share tends to $(1+\tau)/2=1/(1+q)$, the opening result.

**Equal numbers of Al and Ga.** At $x=1/2$, $4p=1$ and $\sqrt{1-\tau^2}=1/\cosh(\Delta/2k_BT)$. Thus

$$s=\frac12\,\frac{\sinh(\Delta/2k_BT)}{1+\cosh(\Delta/2k_BT)}=\frac12\tanh\frac{\Delta}{4k_BT}.$$

**High temperature.** For $|\Delta|\ll k_BT$, $\tau\approx\Delta/(2k_BT)$ and the square root is close to 1, so

$$s\approx\frac{x(1-x)\Delta}{2k_BT}.$$

In the worked alloy this would give 0.127 instead of 0.114, an overestimate of about 11% relative to (8). At 1100 K this alloy is not yet in the high-temperature regime.

**Low temperature, $\Delta>0$.** For $x<1/2$ all Al can fit on octahedral sites. Put $y_o\approx2x$ and $1-y_t\approx1$ into (6):

$$y_t\approx\frac{2xq}{1-2x}.$$

This requires $y_t\ll2x$ and $y_t\ll1-2x$, hence both $q\ll1-2x$ and $2xq\ll(1-2x)^2$. At $x=1/2$ there are no spare octahedral Ga atoms. Then $1-y_o=y_t$, and (6) gives $y_t^2=q(1-y_t)^2$, so

$$y_t=\frac{\sqrt q}{1+\sqrt q}\approx e^{-\Delta/2k_BT}.$$

The apparent activation energy is halved because each exchange creates two misplaced atoms, and each must find the other kind to return. For $x>1/2$, the octahedral sublattice is nearly full and $y_t\approx2x-1$. The remaining octahedral Ga fraction is

$$1-y_o\approx\frac{2(1-x)q}{2x-1}.$$

An Arrhenius plot of misplaced atoms therefore yields $\Delta$ away from $x=1/2$ and $\Delta/2$ at that composition, within this model and only in the low-temperature limit. At finite temperature the local slope for $y_t$, from (9) below, is $V\Delta/y_t$. For $\Delta=0.15$ eV and $x=0.2$ it is $0.99\Delta$ at 300 K but $0.76\Delta$ at 800 K and $0.67\Delta$ at 1100 K; at $x=0.5$ it is $0.34\Delta$ at 1100 K, and at $x=0.45$ it is still only $0.82\Delta$ at 300 K. At temperatures where cations can exchange, $\Delta$ should be taken from (12) and not from the slope.

## Sensitivity and finite size

At equilibrium, (4) reads

$$\ln\frac{y_t}{1-y_t}-\ln\frac{y_o}{1-y_o}=-\frac{\Delta}{k_BT}.$$

Differentiate at fixed $x$. The left side changes by $dy_t/V$, so

$$\frac{\partial y_t}{\partial\Delta}=-\frac{V}{k_BT},\qquad \frac{\partial y_t}{\partial T}=\frac{V\Delta}{k_BT^2}. \tag{9}$$

For the worked alloy $V=0.0576$, and $y_t$ rises by 0.0083 per 100 K near 1100 K. The first derivative predicts a change of about 0.030 in $y_t$ for a 0.05 eV change in $\Delta$. The full formula gives $y_t=0.120$ at 0.10 eV and 0.059 at 0.20 eV, which are changes of $+0.034$ and $-0.027$. The corresponding octahedral shares are 70.1% and 85.2%. An uncertainty of 0.05 eV thus matters more than a 100 K uncertainty in the exchange temperature.

For a small simulation cell, the variance in (3) must be kept. Let $m=\langle n\rangle/N$. After division by $N^2$, each quadratic average gains $V/N$, giving

$$m(1-2x+m)-q(2x-m)(1-m)=-\frac{(1-q)V}{N}.$$

At the large-crystal solution the left side is zero, and its derivative with respect to $m$ is

$$\lambda=1-2s+q(1+2s).$$

The leading shift is therefore

$$m-y_t\approx-\frac{(1-q)V}{\lambda N}. \tag{10}$$

For the worked alloy $\lambda=1.024$ and the shift is $-0.0447/N$. Explicit sums over $n$ give $-4.47\times10^{-4}$ for $N=100$ and $-4.47\times10^{-5}$ for $N=1000$, in agreement. These are absolute shifts in $y_t$.

## Implementation

Equation (8) is suitable for ordinary growth temperatures. When $y_t$ is tiny, $x-s$ loses digits by cancellation. Eliminating $y_o$ from (6) gives

$$(1-q)y_t^2+By_t-2xq=0,$$
$$B=1-2x+q(1+2x).$$

For $0<x\le1/2$ and $\Delta\ge0$, $B$ is positive, and the nonnegative root can be written without subtraction:

$$y_t=\frac{4xq}{B+\sqrt{B^2+8xq(1-q)}}. \tag{11}$$

In the example $B=0.888$, the square root is 1.024, and $y_t=0.1644/1.912=0.086$, as before.

To extract the preference energy from occupations known to be in equilibrium at $T$, invert (6):

$$\Delta=k_BT\ln\frac{y_o(1-y_t)}{y_t(1-y_o)}. \tag{12}$$

Using $k_BT\ln(y_o/y_t)$ instead would return about 0.123 eV for the worked occupations, 18% below the input value. The missing factors are the available Ga partners.

## Effects outside the model

The estimates in this section keep $x=0.20$ and the input $\Delta=0.15$ eV. The first two also keep $T=1100$ K.

**Interactions.** Suppose Al on different sublattices interacts through an average energy $Wy_oy_t$ per pair of sites. At fixed $x$ its derivative with respect to $y_t$ is $W(y_o-y_t)=2Ws$. In (4), $\Delta$ is replaced by

$$\Delta_{\rm eff}=\Delta+2Ws,$$

and (8) must be solved self-consistently. For assumed values $W=-0.05$ and $+0.05$ eV, the octahedral shares are 76.8% and 80.3%. Repulsion between the sublattices favours a larger imbalance. The second derivative of the free energy is now $k_BT/V-2W$; because $V\le1/8$, the solution remains unique if $k_BT>W/4$, which holds here. This mean-field estimate omits short-range order and interactions within a sublattice.

**Vibrations.** A stiffer site has lower vibrational entropy. Treat each Al as three oscillators with quantum 50.0 meV on an octahedral site and 52.5 meV on a tetrahedral site, and assume that the Ga frequencies do not depend on the site. A classical oscillator has free energy $k_BT\ln(\hbar\omega/k_BT)$, so the exchange free energy rises by

$$3k_BT\ln(1.05)=13.9\ \mathrm{meV}.$$

Summing the quantum levels gives 14.2 meV. The octahedral share becomes 80.6%, about 2 points higher. Under the same assumption the sign would reverse if the tetrahedral site were softer for Al. The assumption about Ga matters: classically the shift is $3k_BT(\ln r_{\rm Al}-\ln r_{\rm Ga})$, where $r$ is the tetrahedral-to-octahedral frequency ratio of each atom. If Ga also stiffens by 5% the shift almost vanishes, and if it stiffens by 10% the shift is about $-13$ meV, so neither the size nor the sign is fixed by the Al frequencies alone.

**Incomplete exchange on cooling.** Full equilibrium at 300 K would put 99.5% of the Al on octahedral sites. Reaching it requires cations to move. A simple rate equation consistent with (6) is

$$\frac{dy_t}{dt}=\Gamma\left[q y_o(1-y_t)-y_t(1-y_o)\right],$$
$$\Gamma=\nu e^{-E_b/k_BT}.$$

Let $y_t$ exceed equilibrium by a small $\eta$; then $y_o$ is lower by $\eta$. The bracket changes by

$$-q(1-y_t+y_o)\eta-(1-y_o+y_t)\eta=-\lambda\eta,$$

so the relaxation rate is $\lambda\Gamma$. At cooling rate $R$, the exponential in $\Gamma$ falls by a factor of about $e$ over a temperature interval $k_BT^2/E_b$, which takes a time $k_BT^2/(E_bR)$. Exchange stops keeping up when this time is comparable with the relaxation time:

$$\lambda\Gamma\frac{k_BT^2}{E_bR}\approx1. \tag{13}$$

Assume $\nu=10^{13}$ s$^{-1}$ and cooling from 1100 to 300 K at 1 K/s. Integrating the rate equation with $E_b=2$ eV leaves an octahedral share of 89.1%. Solving (12) for temperature shows that this is the equilibrium share at about 700 K; estimate (13) gives 708 K. With $E_b=3$ eV the final share is 80.0%, equivalent to 1029 K, against an estimate of 1043 K. These values depend on the prefactor as well: with $\nu=10^{8}$ s$^{-1}$, as could result if exchange needs a dilute vacancy, $E_b=2$ eV gives 80.2%. For $E_b=4$ eV and $\nu=10^{13}$ s$^{-1}$, (13) gives 1374 K, above the starting temperature, and $1/\Gamma$ at 1100 K is about $2\times10^5$ s, so the starting equilibrium may itself not be reached. If equilibrium was reached and (13) lies below the starting temperature, the temperature to use in (8) is roughly the one at which exchange stopped. It need not be the growth temperature, and it is not the temperature of device operation if the cations are immobile there.

## Relation to real films

The growth temperature of 1100 K, or about 830 °C, lies in a range used for epitaxy of these oxides, and $x=0.20$ is a reasonable composition for a barrier layer. The value $\Delta=0.15$ eV is a rough assumption, as are the interaction, vibrational and migration parameters; none is a computed property of the alloy. Full exchange equilibrium is also an assumption, and it can fail in a real film. Atoms may be incorporated at a moving surface and then buried before they can exchange, and bulk exchange depends on vacancies. If exchange continues during cooling, the estimates above move the octahedral share from 78.5% to between 80% and 89% for the two assumed barriers. If surface incorporation fixes the sites first, this model cannot predict even the sign of the deviation. The formula also presumes the monoclinic structure with constant $\Delta$. The $x=0.5$ column is a model result under that condition and does not show that such a film remains in a single phase.

The occupations, shares and freeze-in temperatures of the main examples are listed in the numerical output.

## Computed values

```
Al fraction of cations x = 0.20 (dimensionless)
temperature = 1100 K; kT = 0.09479 eV
assumed site-preference energy D = 0.15 eV
D/kT = 1.5824; q = 0.2055 (dimensionless)
tau = 0.6591; s = 0.1140 (dimensionless)
octahedral occupation y_o = 0.3140 (dimensionless)
tetrahedral occupation y_t = 0.0860 (dimensionless)
share of Al on octahedral sites = 78.51 %
dilute-limit octahedral share = 82.95 %
response V = 0.05758 (dimensionless)
dy_t/dT = 0.00828 per 100 K
largest minimisation difference = 8.3e-09 (dimensionless)
N = 100 sites per sublattice: y_t shift = -4.47e-04
N = 1000 sites per sublattice: y_t shift = -4.47e-05
N = 10000 sites per sublattice: y_t shift = -4.47e-06
table: T in K; x, y_o, y_t dimensionless; octahedral share in %
T=800 K x=0.1 y_o=0.1763 y_t=0.0237 share=88.14 %
T=800 K x=0.2 y_o=0.3439 y_t=0.0561 share=85.96 %
T=800 K x=0.5 y_o=0.7480 y_t=0.2520 share=74.80 %
T=1100 K x=0.1 y_o=0.1618 y_t=0.0382 share=80.92 %
T=1100 K x=0.2 y_o=0.3140 y_t=0.0860 share=78.51 %
T=1100 K x=0.5 y_o=0.6881 y_t=0.3119 share=68.81 %
T=1400 K x=0.1 y_o=0.1512 y_t=0.0488 share=75.58 %
T=1400 K x=0.2 y_o=0.2932 y_t=0.1068 share=73.29 %
T=1400 K x=0.5 y_o=0.6506 y_t=0.3494 share=65.06 %
D=0.10 eV: y_o=0.2805, y_t=0.1195, share=70.12 %
D=0.20 eV: y_o=0.3410, y_t=0.0590, share=85.24 %
interaction W=-0.05 eV: y_o=0.3074, y_t=0.0926, share=76.84 %
interaction W=+0.05 eV: y_o=0.3212, y_t=0.0788, share=80.30 %
oscillator quantum: Al on o=50.0 meV, on t=52.5 meV
vibrational shift of D = 14.21 meV; classical = 13.87 meV
with vibrations: y_o=0.3224, y_t=0.0776, share=80.60 %
full equilibrium at 300 K: y_o=0.3980, y_t=0.0020, share=99.50 %
cooling rate = 1.0 K/s; attempt rate = 1.0e+13 1/s
barrier=2.0 eV: frozen y_o=0.3562, y_t=0.0438, share=89.05 %
  freeze-in T=698.5 K; estimate=707.9 K; solver shift in y_t=1.9e-10
barrier=3.0 eV: frozen y_o=0.3202, y_t=0.0798, share=80.04 %
  freeze-in T=1029.0 K; estimate=1043.2 K; solver shift in y_t=4.4e-10
```
